**Four-point resistance beside an insulating edge**

For a thin film of sheet resistance R_s, the program examines V/I = (R_s ln 2/π)F(u), with F(u) = 1 + ln[(1+u²)/(1/4+u²)]/(2 ln 2). Here u = d/s, d is the distance from the probe line to the edge, s is the contact spacing, I is the current from contact 1 to contact 4, and V is the potential of contact 2 minus that of contact 3. A resistor network without image sources is solved for an unbounded sheet and for five distances from the edge, and the program asserts agreement with the formula within 0.3%. The largest deviation near the edge is 0.0157%, and the network ratio of edge to open-sheet resistance is 2.00008. The program also asserts that the image potential carries the full current across the midplane, that F decreases on a sampled range, and that its near and far expansions hold. Root finding confirms the formula for the distance at which a chosen excess occurs. In the worked example, the edge correction changes the inferred sheet resistance from 136.0 to 101.5 ohm per square.

## Check in Python

```python
"""Four-point resistance of a thin film near one insulating edge.

Result under test: for a collinear probe parallel to the edge,
    V/I = (R_s ln2/pi) F(u),
    F(u) = 1 + ln[(1+u^2)/(1/4+u^2)]/(2 ln2),  u = d/s,
so V/I doubles, relative to an unbounded sheet, as d approaches zero.
R_s: sheet resistance; s: contact spacing; d: distance to the edge;
I: current from contact 1 to contact 4; V: potential of 2 minus 3.
The independent solution is a resistor network without image sources.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import splu

LN2 = np.log(2.0)


def edge_factor(u):
    return 1.0 + np.log((1.0 + u*u) / (0.25 + u*u)) / (2.0*LN2)


# Resistor network; lengths in units of s, resistances in units of R_s.
STEP = 0.05
OUTER = np.cumsum(STEP * 1.08**np.arange(1, 81))


def graded_axis(first, last, extend_below):
    count = int(round((last - first) / STEP)) + 1
    middle = first + STEP*np.arange(count)
    parts = [middle, last + OUTER]
    if extend_below:
        parts.insert(0, first - OUTER[::-1])
    return np.concatenate(parts)


def axis_matrices(points):
    gaps = np.diff(points)
    widths = np.zeros(len(points))
    widths[:-1] += gaps/2
    widths[1:] += gaps/2
    links = 1.0/gaps
    diagonal = np.zeros(len(points))
    diagonal[:-1] += links
    diagonal[1:] += links
    stiffness = diags([-links, diagonal, -links], [-1, 0, 1])
    return stiffness, diags(widths)


def network_resistances(y_points, probe_heights):
    x_points = graded_axis(-1.0, 4.0, True)
    stiff_x, width_x = axis_matrices(x_points)
    stiff_y, width_y = axis_matrices(y_points)
    matrix = (kron(width_y, stiff_x) + kron(stiff_y, width_x)).tocsc()
    solver = splu(matrix[:-1, :-1])  # last node is grounded
    columns = [int(np.argmin(abs(x_points - x))) for x in range(4)]
    results = []
    for height in probe_heights:
        row = int(np.argmin(abs(y_points - height)))
        assert abs(y_points[row] - height) < 1e-10
        nodes = [row*len(x_points) + column for column in columns]
        current = np.zeros(matrix.shape[0] - 1)
        current[nodes[0]] = 1.0
        current[nodes[3]] = -1.0
        potential = solver.solve(current)
        results.append(potential[nodes[1]] - potential[nodes[2]])
    return np.array(results)


heights = np.array([0.0, 0.25, 0.5, 1.0, 2.0])
network_edge = network_resistances(graded_axis(0.0, 3.0, False), heights)
network_open = network_resistances(graded_axis(-2.0, 2.0, True), [0.0])[0]
formula_open = LN2/np.pi
formula_edge = formula_open*edge_factor(heights)

# Grid spacing and finite outer size leave errors below a few parts in 1000.
assert abs(network_open/formula_open - 1) < 3e-3
assert np.max(abs(network_edge/formula_edge - 1)) < 3e-3
assert abs(network_edge[0]/network_open - 2) < 6e-3

# The potential with images must carry the full current I inside the film.
x, y, d = sp.symbols("x y d", real=True)
image_potential = -sum(
    sign*sp.log((x - position)**2 + (y - side*d)**2)/(4*sp.pi)
    for position, sign in ((0, 1), (3, -1)) for side in (1, -1))
current_density = sp.lambdify((x, y, d), -sp.diff(image_potential, x))
crossing = [quad(lambda height: current_density(1.5, height, distance),
                 0, np.inf)[0] for distance in (0.0, 0.7)]
assert np.allclose(crossing, 1.0, atol=1e-7)

# Limiting laws, with tolerances set by the next terms of the expansions.
near_coefficient = 3/(2*LN2)
far_coefficient = 3/(8*LN2)
assert abs((2-edge_factor(1e-3))/1e-6/near_coefficient - 1) < 1e-5
assert abs((edge_factor(100.0)-1)*1e4/far_coefficient - 1) < 1e-4
assert np.all(np.diff(edge_factor(np.linspace(0, 20, 2001))) < 0)


def distance_for_excess(excess):
    return np.sqrt(0.75/(4**excess - 1) - 0.25)


for excess in (0.01, 0.001):
    root = brentq(lambda u: edge_factor(u) - 1 - excess, 0.01, 100)
    assert abs(root/distance_for_excess(excess) - 1) < 1e-8

# Worked example with chosen round inputs.
spacing = 1e-3
distance = 1e-3
current = 1e-3
voltage = 30e-3
position_error = 0.05e-3
measured = voltage/current
uncorrected = np.pi/LN2*measured
factor = edge_factor(distance/spacing)
corrected = uncorrected/factor
nearer = uncorrected/edge_factor((distance-position_error)/spacing)
farther = uncorrected/edge_factor((distance+position_error)/spacing)

print(f"Contact spacing s = {spacing*1e3:.2f} mm")
print(f"Distance to edge d = {distance*1e3:.2f} mm")
print(f"Current I = {current*1e3:.2f} mA")
print(f"Voltage V = {voltage*1e3:.2f} mV")
print(f"Four-point resistance V/I = {measured:.3f} ohm")
print(f"Open-sheet multiplier pi/ln2 = {np.pi/LN2:.5f} (no unit)")
print(f"Edge factor F = {factor:.5f} (no unit)")
print(f"Uncorrected sheet resistance = {uncorrected:.3f} ohm per square")
print(f"Corrected sheet resistance = {corrected:.3f} ohm per square")
print(f"Uncorrected excess = {100*(factor-1):.2f} percent")
print(f"Position error = {position_error*1e3:.2f} mm")
print(f"R_s if d is smaller by this error = {nearer:.3f} ohm per square")
print(f"R_s if d is larger by this error = {farther:.3f} ohm per square")
print(f"Open sheet R/R_s: formula {formula_open:.5f}, "
      f"network {network_open:.5f} (no unit)")
print("Edge table: d/s, F, R/R_s formula, R/R_s network (no units)")
for u, exact, numerical in zip(heights, formula_edge, network_edge):
    print(f"  {u:.2f}  {edge_factor(u):.5f}  {exact:.5f}  {numerical:.5f}")
for u in (0.1, 5.0, 10.0):
    print(f"F at d/s = {u:.1f}: {edge_factor(u):.5f} (no unit)")
deviation = 100*np.max(abs(network_edge/formula_edge - 1))
print(f"Largest network deviation near edge = {deviation:.4f} percent")
print(f"Network ratio, edge to open sheet = "
      f"{network_edge[0]/network_open:.5f} (no unit)")
print(f"Midplane current/I at d/s = 0: {crossing[0]:.7f} (no unit)")
print(f"Midplane current/I at d/s = 0.7: {crossing[1]:.7f} (no unit)")
print(f"Near-edge coefficient 3/(2 ln2) = {near_coefficient:.5f} (no unit)")
print(f"Far-edge coefficient 3/(8 ln2) = {far_coefficient:.5f} (no unit)")
for excess in (0.01, 0.001):
    print(f"d/s for {100*excess:.1f} percent excess = "
          f"{distance_for_excess(excess):.3f} (no unit)")
print("tests ok")
```

Running it gives:

```
Contact spacing s = 1.00 mm
Distance to edge d = 1.00 mm
Current I = 1.00 mA
Voltage V = 30.00 mV
Four-point resistance V/I = 30.000 ohm
Open-sheet multiplier pi/ln2 = 4.53236 (no unit)
Edge factor F = 1.33904 (no unit)
Uncorrected sheet resistance = 135.971 ohm per square
Corrected sheet resistance = 101.544 ohm per square
Uncorrected excess = 33.90 percent
Position error = 0.05 mm
R_s if d is smaller by this error = 99.864 ohm per square
R_s if d is larger by this error = 103.146 ohm per square
Open sheet R/R_s: formula 0.22064, network 0.22066 (no unit)
Edge table: d/s, F, R/R_s formula, R/R_s network (no units)
  0.00  2.00000  0.44127  0.44134
  0.25  1.88277  0.41541  0.41540
  0.50  1.66096  0.36647  0.36646
  1.00  1.33904  0.29544  0.29547
  2.00  1.11723  0.24650  0.24652
F at d/s = 0.1: 1.97889 (no unit)
F at d/s = 5.0: 1.02111 (no unit)
F at d/s = 10.0: 1.00538 (no unit)
Largest network deviation near edge = 0.0157 percent
Network ratio, edge to open sheet = 2.00008 (no unit)
Midplane current/I at d/s = 0: 1.0000000 (no unit)
Midplane current/I at d/s = 0.7: 1.0000000 (no unit)
Near-edge coefficient 3/(2 ln2) = 2.16404 (no unit)
Far-edge coefficient 3/(8 ln2) = 0.54101 (no unit)
d/s for 1.0 percent excess = 7.313 (no unit)
d/s for 0.1 percent excess = 23.246 (no unit)
tests ok
```
